# Kisliuk Precursor-Mediated Uptake at Constant Flux and Its Sharp-Saturation Limit

A pulse of precursor gas strikes a flat surface that can take up at most \(N_s\) molecules per unit area. The impingement flux \(F\), in molecules per area and time, is constant from \(t=0\), when the surface is bare. The coverage \(\theta\) is the uptake divided by \(N_s\), so \(0\le\theta\le1\).

An arriving molecule is first trapped, with probability \(\alpha\), in a weakly bound mobile state called the precursor state. Trapping is equally likely over empty and filled sites. Over an empty site the trapped molecule reacts, desorbs or hops with probabilities \(p_a,p_b,p_c\), where \(p_a+p_b+p_c=1\) and \(p_a>0\). Over a filled site it cannot react. It desorbs or hops with probabilities \(p_b',p_c'\), where \(p_b'+p_c'=1\).

Three assumptions complete the model. Reaction is irreversible and occurs on one kind of site. Each site visited is filled with probability \(\theta\), independently of earlier visits, which is a mean-field assumption. The precursor is so dilute and short-lived that \(\theta\) does not change during one molecule's walk.

## (a) The sticking probability

**Question.** Find the probability \(S(\theta)\) that an arriving molecule is finally chemisorbed. Express it through its zero-coverage value \(S_0\) and one further dimensionless ratio \(K\).

**Solution.** At each visit the trapped molecule reacts with probability \((1-\theta)p_a\), because the site must be empty. It hops on with probability

\[
q=(1-\theta)p_c+\theta p_c' .
\]

Reaction after exactly \(n\) hops has probability \(q^n(1-\theta)p_a\). These outcomes exclude one another, so their probabilities add:

\[
S=\alpha(1-\theta)p_a\sum_{n=0}^{\infty}q^n=\frac{\alpha(1-\theta)p_a}{1-q}.
\]

The series converges for \(\theta<1\), since \(1-q\ge(1-\theta)p_a>0\). To evaluate the denominator, write \(1=(1-\theta)+\theta\):

\[
1-q=(1-\theta)(1-p_c)+\theta(1-p_c')=(1-\theta)(p_a+p_b)+\theta p_b'.
\]

Dividing numerator and denominator by \(p_a+p_b\) gives

\[
S(\theta)=S_0\,\frac{1-\theta}{1-\theta+K\theta},\qquad
S_0=\frac{\alpha p_a}{p_a+p_b},\qquad K=\frac{p_b'}{p_a+p_b}.
\]

This is the Kisliuk sticking law. The parameter \(K\) compares the chance of being lost over a filled site with the chance that the walk ends, by either route, over an empty one. At \(K=1\) the law becomes \(S_0(1-\theta)\), which is Langmuir sticking. For \(K<1\) the denominator is below 1 once \(\theta>0\), and for \(0<\theta<1\) sticking exceeds the Langmuir value. A visit to a filled site is then less likely to end the walk than a visit to an empty one, so the share of walks that end over empty sites is larger than \(1-\theta\). For \(K>1\) sticking is below the Langmuir value.

## (b) Coverage against exposure

**Question.** Integrate the uptake at constant flux for \(K>0\). Does the surface saturate after a finite exposure?

**Solution.** The number of molecules taken up per area and time is \(FS\), so \(N_s\,d\theta/dt=FS(\theta)\). Define the reduced exposure

\[
x=\frac{S_0Ft}{N_s}.
\]

It is the uptake, in units of \(N_s\), that would result if sticking stayed at its initial value. Since \(dx=(S_0F/N_s)\,dt\),

\[
\frac{d\theta}{dx}=\frac{1-\theta}{1-\theta+K\theta}.
\]

Separate the variables and split the fraction:

\[
\frac{dx}{d\theta}=\frac{1-\theta+K\theta}{1-\theta}=1+\frac{K\theta}{1-\theta}.
\]

Because \(\theta/(1-\theta)=1/(1-\theta)-1\), this equals \(1-K+K/(1-\theta)\). Integration from \(\theta=0\) at \(x=0\) gives

\[
\boxed{\,x=(1-K)\theta-K\ln(1-\theta)\,}
\]

The derivative \(dx/d\theta\) is at least 1, so \(x\) rises steadily with \(\theta\) and each exposure has one coverage. As \(\theta\to1\) the logarithm makes \(x\to\infty\). For every \(K>0\), full coverage is therefore approached but not reached at finite exposure.

At the start of the pulse, \(-\ln(1-\theta)=\theta+\theta^2/2+\dots\) gives \(x=\theta+K\theta^2/2+\dots\). Solving to second order,

\[
\theta=x-\tfrac12Kx^2+\dots
\]

The initial slope contains no \(K\). The first bend of the curve measures it.

## (c) The explicit curve

**Question.** Solve the relation for \(\theta(x)\), and identify the correct branch.

**Solution.** For \(K=1\) the linear term vanishes, and \(\theta=1-e^{-x}\). For \(K\ne1\), let \(u=1-\theta\) be the vacant fraction and \(a=(1-K)/K\). The relation reads \(x=(1-K)(1-u)-K\ln u\). Dividing by \(K\) and rearranging,

\[
\ln u+au=a-\frac{x}{K}.
\]

Exponentiate both sides and multiply by \(a\):

\[
(au)\,e^{au}=a\,e^{a-x/K}.
\]

The Lambert function \(W\) is defined by \(W(z)e^{W(z)}=z\), so

\[
\theta=1-\frac1a\,W_0\!\left(a\,e^{a-x/K}\right).
\]

For \(0<K<1\), \(a\) is positive, the argument is positive, and there is one real solution. For \(K>1\), \(a=1/K-1\) lies between \(-1\) and 0. Since \(0<u\le1\), \(au\) also lies between \(-1\) and 0, which is the range of the principal branch \(W_0\) for negative arguments. The same formula therefore serves both cases.

## (d) The limit of vanishing K

**Question.** What does the uptake curve become as \(K\to0^+\)? Is the approach uniform in \(x\), and does the rate law at \(K=0\) give the same answer by itself?

**Solution.** Rewrite the relation as

\[
x-\theta=K\,g(\theta),\qquad g(\theta)=-\ln(1-\theta)-\theta .
\]

Here \(g(0)=0\) and \(g'(\theta)=\theta/(1-\theta)\ge0\), so \(g\) is non-negative and increasing. It follows that \(\theta\le x\). For \(x<1\) we may then replace \(g(\theta)\) by the larger \(g(x)\):

\[
0\le x-\theta\le K\left[-\ln(1-x)-x\right].
\]

At fixed \(x<1\) the right side vanishes with \(K\), so \(\theta\to x\). The uptake becomes linear.

For \(x\ge1\), use the equation for \(\ln u\) from part (c). Since \(a-x/K=-1-(x-1)/K\),

\[
\ln u=-1-\frac{x-1}{K}-au .
\]

For \(K\le1\) the last term is not positive, and dropping it gives

\[
1-\theta\le e^{-1}e^{-(x-1)/K}.
\]

At fixed \(x>1\) this vanishes, so \(\theta\to1\). This bound falls by a factor \(e\) each time \(x\) rises by \(K\), so the stop becomes abrupt as \(K\to0\).

The point \(x=1\) needs its own argument, because there the last bound gives only \(1/e\). For \(0<K<1\) the slope \(d\theta/dx\) lies between 0 and 1. The gap \(x-\theta\) therefore cannot shrink before \(x=1\), and the gap \(1-\theta\) shrinks after it. The largest departure from \(\min(x,1)\) is the vacant fraction \(u_1\) at \(x=1\). Setting \(x=1\) and \(\theta=1-u_1\) in \(x-\theta=Kg(\theta)\),

\[
u_1=K(-\ln u_1-1+u_1)\le -K\ln u_1,
\]

because \(u_1\le1\). Multiply by \(u_1\). The function \(-u\ln u\) has its maximum, \(1/e\), at \(u=1/e\), so

\[
u_1^2\le\frac{K}{e},\qquad u_1\le\sqrt{K/e}\;\to\;0 .
\]

The convergence is uniform:

\[
\boxed{\,\theta(x)\to\min(x,1)\quad\text{as }K\to0^+\,}
\]

In physical variables, the uptake grows as \(S_0Ft\) and stops at \(t=N_s/(S_0F)\).

The bound is not an estimate of the gap. Numerical integration of the rate equation gives \(u_1=0.122\), 0.027 and 0.0044 for \(K=0.1\), 0.01 and 0.001, while the bound gives 0.192, 0.061 and 0.019. The gap nevertheless falls more slowly than \(K\), since \(u_1/K=-\ln u_1-1+u_1\) grows as \(u_1\to0\).

The \(K=0\) law does not contain the stop. It gives \(S=S_0\) for \(\theta<1\) and \(0/0\) at \(\theta=1\). For each \(K>0\), however, \(S(1)=0\), and taking the limit of these solutions supplies the stop. There is also a physical reason to treat \(K=0\) as a limit: with \(p_b'=0\), a molecule trapped on a full surface could never leave, and the precursor would not stay dilute.

## (e) What a small K requires

**Question.** Suppose that a filled site holds the precursor no better than an empty one, in the sense \(p_b'\ge p_b\). What does a small \(K\) then imply about \(S_0\)?

**Solution.** Insert the inequality into the definition of \(K\):

\[
K=\frac{p_b'}{p_a+p_b}\ge\frac{p_b}{p_a+p_b}=1-\frac{p_a}{p_a+p_b}=1-\frac{S_0}{\alpha}.
\]

For \(K<1\) this means \(\alpha\le S_0/(1-K)\). As \(K\to0\), nearly every molecule trapped on a bare surface must react.

The condition \(p_b'\ge p_b\) holds, for example, when the desorption rate \(k_d\) and hopping rate \(k_m\) are the same over both kinds of site. Then \(p_b'=k_d/(k_d+k_m)\), while \(p_b\) has the reaction rate \(k_r\) added to its denominator.

A high reaction fraction is necessary but not sufficient. If hopping is much slower than desorption over both kinds of site, \(p_b'\) and \(p_a+p_b\) are both close to 1, and so is \(K\), however fast the reaction. The precursor must also survive many hops over filled sites.

A case with both properties has \(k_r=k_m\) and \(k_d=rk_m\). Then \(p_b'=r/(1+r)\) and \(p_a+p_b=(1+r)/(2+r)\), so

\[
K=\frac{r(2+r)}{(1+r)^2}=1-\frac1{(1+r)^2},\qquad
\frac{S_0}{\alpha}=\frac1{1+r}=\sqrt{1-K}.
\]

For \(K=0.05\), 97.5 % of trapped molecules react on a bare surface, and the loss probability per visit to a filled site is \(p_b'=0.025\).

## (f) A trimethylaluminium pulse

**Question.** Take a precursor of molar mass 72.09 g/mol at 473 K and 0.01 Torr, with \(S_0=0.01\) and \(N_s=4.0\) molecules/nm². Find the exposure scale and the time to 99 % coverage for several \(K\), and judge which \(K\) is plausible.

**Solution.** For an ideal gas of molecular mass \(m\), the flux is \(F=P/\sqrt{2\pi mk_BT}\), which gives \(1.90\times10^4\) molecules/(nm² s). The time at which \(x=1\) is

\[
t_1=\frac{N_s}{S_0F}=\frac{4.0}{0.01\times1.90\times10^4}\ \text{s}\approx21\ \text{ms}.
\]

The corresponding exposure is \(Pt_1=2.1\times10^{-4}\) Torr s, or 210 langmuir, with 1 langmuir equal to \(10^{-6}\) Torr s. For \(K=0.05\), 99 % coverage needs

\[
x_{99}=0.95\times0.99+0.05\times4.605=1.171,
\]

which corresponds to \(1.171\times21.03\ \text{ms}=24.6\) ms. With the other inputs fixed, the curves compare as follows.

| \(K\) | \(\theta\) at \(x=0.5\) | \(\theta\) at \(x=1\) | \(x_{99}\) | \(t_{99}\) (ms) |
|---|---|---|---|---|
| 1 | 0.39 | 0.63 | 4.61 | 97 |
| 0.3 | 0.45 | 0.78 | 2.07 | 44 |
| 0.05 | 0.49 | 0.92 | 1.17 | 25 |
| 0.005 | 0.50 | 0.98 | 1.01 | 21 |

For \(K=1\), half of the time to 99 % coverage is spent going from 90 % to 99 %. At \(K=0.005\) the time is close to the sharp-limit value \(0.99\,t_1\).

Part (e) limits how freely \(K\) may be chosen. If \(p_b'\ge p_b\), then \(K=0.05\) requires \(\alpha\le0.01/0.95=0.0105\): about 99 % of arriving molecules must fail to enter the precursor state at all. If instead every molecule is trapped, \(\alpha=1\), then \(K\ge0.99\). Under the condition \(p_b'\ge p_b\), a low initial sticking probability combined with efficient trapping therefore gives no sharp knee. A small \(K\) would need either rare trapping or filled sites that hold the precursor better than empty ones.

## (g) Varying flux and other departures

**Question.** How does the result change if the flux varies in time? Estimate the effects of gas depletion, local hopping, precursor population and temperature for the example.

**Solution.** If \(F\) depends on time, define

\[
x=\frac{S_0}{N_s}\int_0^tF(t')\,dt'.
\]

Then \(dx=(S_0F/N_s)\,dt\) as before, and the equation for \(d\theta/dx\) is unchanged. The boxed relation survives as a relation between coverage and exposure. The curve against time does not.

**Gas depletion.** Consider a stirred reactor with a 1 cm gap above one coated face and a gas residence time \(\tau=50\) ms. At inlet pressure the gap holds \(G=2.04\) molecules/nm², about half of what the surface needs. Let \(y\) be the precursor pressure divided by its inlet value, and let \(F\) now denote the flux at inlet pressure. Inflow, outflow and uptake give

\[
\frac{dy}{dt}=\frac{1-y}{\tau}-\frac{FS(\theta)}{G}\,y,\qquad
\frac{d\theta}{dt}=\frac{FS(\theta)}{N_s}\,y .
\]

The feed brings at most \(2.04/0.05\approx41\) molecules/(nm² s), while a bare surface at inlet pressure would consume \(S_0F\approx190\). Starting from a purged reactor, numerical integration gives 99 % coverage after about 235 ms for \(K=1\) and 137 ms for \(K=0.05\), instead of 97 and 25 ms. The delay combines the filling of the purged reactor with depletion by uptake. Together they give the largest correction found here. The stirred model needs diffusion across the gap to be fast compared with removal at the wall, which for mean molecular speed \(\bar v\) proceeds at \(S_0\bar v/4\approx0.9\) m/s. With an estimated diffusion coefficient of 140 cm²/s in 1 Torr of nitrogen, resolving the concentration across the gap changes the two times only to about 239 and 142 ms. In 10 Torr of nitrogen they become about 280 and 190 ms, and the gap is no longer well mixed.

The changing pressure also disguises the kinetics. For \(K=1\) at constant flux, the uptake rate at \(\theta=0.8\) is 0.25 of that at \(\theta=0.2\). In the initially purged reactor the ratio is 0.55, because the pressure is only 0.19 of its inlet value at \(\theta=0.2\) but 0.43 at \(\theta=0.8\). Filling and uptake both keep it low early in the pulse. The ratio depends on this start: a reactor already full at inlet pressure would give 0.17. A fairly straight trace against time is therefore not evidence of a small \(K\); coverage should be plotted against the exposure measured at the surface.

**Local hopping.** Real molecules hop to nearby sites, so successive visits are not independent. The case \(k_r=k_m\), \(K=0.05\) was simulated molecule by molecule on a square lattice of 40 000 sites. With hops to random sites, 99 % coverage came at \(x=1.165\), against 1.171 from the formula; the estimated statistical scatter is 0.003, so this difference is not significant. With nearest-neighbour hops it came at 1.265 in one run, which lies at the low end; repeated runs centre near 1.275 and scatter by 0.003 to 0.005. The delay relative to the formula is therefore about 9 %. At half coverage the nearest-neighbour value was 0.511 against 0.510, and at 90 % coverage it was about 3 % above the formula, so the delay builds up mainly at high coverage. Two effects contribute. At coverage 0.95 the mean-field law lets 0.50 of the trapped molecules react. With local hops over randomly placed vacancies the fraction is 0.43, because a local walker returns to filled sites it has already visited. Local hopping also leaves the remaining vacancies clustered, which makes them harder to find and lowers the fraction to about 0.37.

**Precursor population.** For an assumed binding energy of 0.6 eV and attempt rate of \(10^{13}\) s⁻¹, the lifetime against desorption is \(2.5\times10^{-7}\) s. The population on a full surface, \(\alpha F\) times this lifetime, is about \(10^{-3}N_s\) even for \(\alpha=1\). The dilute assumption is safe for these inputs, but the lifetime grows exponentially with binding energy.

**Temperature.** In the case \(k_r=k_m\), let \(k_d/k_m\) follow an Arrhenius law with equal prefactors. The value \(K=0.05\) at 473 K then implies a desorption barrier 0.15 eV above the hopping barrier. At 573 K, with \(k_r=k_m\) retained, \(K\) rises to 0.09. Heating softens the knee in this case.

**The real process.** The inputs are rough values for trimethylaluminium on hydroxylated alumina, and \(K\) is not claimed to be known for it. The assumed initial sticking probability affects the times directly: at constant flux and fixed \(K\), they all scale as \(1/S_0\). Real surfaces offer more than one kind of site, and attached ligands can block neighbours, so a slow tail may appear that this model lacks. The constant-flux assumption fails in a reactor like the one above. If the reactor starts purged, the assumption underestimates the 99 % time by a factor of 2.4 for \(K=1\) and 5.5 for \(K=0.05\). If it starts full at inlet pressure, the factors are 1.9 and 3.5. The times in part (f) can guide a pulse length only where the surface pressure is actually held constant.
